\section*{Why cube-root scale growth makes surface depletion decay as t^(-1/6)}

\section{The decision that depends on the exponent}

A lifetime calculation for an alloy protected by a selective oxide scale must ask whether the metal surface still holds enough of the scale-forming solute. One has to decide at which time to make that comparison. If surface depletion grows with time, the end of service is the critical moment. If it stays constant, one number serves for the whole life. If it decays, the dangerous moment lies near the beginning, and a calculation that looks only at late times misses it.

In a part so thick that the loss does not reach its centre, the growth law of the scale settles the matter once the start-up is over. By time $t$ the scale has removed an amount of solute proportional to its thickness $X$, and the loss is spread over a depth of order $\sqrt{Dt}$ in the alloy, where $D$ is the interdiffusivity. The surface depletion should therefore scale as $X/\sqrt{Dt}$. For $X\propto t^{1/3}$ this gives $t^{1/3-1/2}=t^{-1/6}$. The work below supplies the prefactor and the conditions under which the estimate holds.

\section{Simplest case: one removal, then a steady one}

Let $y\ge 0$ be the depth below the alloy surface and $N(y,t)$ the atom fraction of solute, initially $N_0$ everywhere. The alloy is treated as a binary with constant $D$, filling a half-space. Its surface is held at $y=0$; recession is restored later. The scale takes up solute only.

Let $n_{\rm ox}$ be the number of solute atoms per volume of oxide, $n_{\rm al}$ the number of all atoms per volume of alloy, and $\phi=n_{\rm ox}/n_{\rm al}$. Solute flows towards the surface at the rate $n_{\rm al}D\,\partial N/\partial y$ per area, which is positive when $N$ increases inwards. The growing scale consumes $n_{\rm ox}\,dX/dt$. Equating the two and dividing by $n_{\rm al}$,
\begin{equation}
D\left.\frac{\partial N}{\partial y}\right|_{0}=\phi X'(t).
\label{balance}
\end{equation}
The depletion $u=N_0-N$ obeys $\partial_t u=D\,\partial_y^2u$, with $D\,\partial_yu|_0=-\phi X'$.

Suppose first that an amount $q$ of solute (atom fraction times length) is removed at the surface in one instant, and that nothing crosses the surface afterwards. A time $\tau$ later,
\begin{equation}
u=\frac{q}{\sqrt{\pi D\tau}}\,e^{-y^2/(4D\tau)} .
\label{kernel}
\end{equation}
To verify this, differentiate:
\begin{align}
\partial_\tau u&=\left(-\frac{1}{2\tau}+\frac{y^2}{4D\tau^2}\right)u,\\
\partial_y u&=-\frac{y}{2D\tau}\,u,\qquad
\partial_y^2u=\left(\frac{y^2}{4D^2\tau^2}-\frac{1}{2D\tau}\right)u .
\end{align}
Multiplying the last expression by $D$ reproduces $\partial_\tau u$. The slope vanishes at $y=0$, as it must when no solute crosses. Since $\int_0^\infty e^{-y^2/(4D\tau)}dy=\sqrt{\pi D\tau}$, the total missing solute is $q$.

Gradual growth is a sequence of small removals $q=\phi X'(s)\,ds$. The diffusion equation is linear, so their effects add. At the surface,
\begin{equation}
u_s(t)=\frac{\phi}{\sqrt{\pi D}}\int_0^t\frac{X'(s)}{\sqrt{t-s}}\,ds .
\label{history}
\end{equation}

For steady growth $X=vt$, the integral is $v\int_0^t(t-s)^{-1/2}ds=2v\sqrt t$, and
\begin{equation}
u_s=\frac{2\phi v\sqrt t}{\sqrt{\pi D}}=\frac{2}{\sqrt\pi}\,\frac{\phi X}{\sqrt{Dt}} .
\label{linear}
\end{equation}
This agrees with the scaling estimate: under linear growth the depletion increases as $\sqrt t$, and a long enough run exhausts the surface.

\section{Generalization to a power law}

Now let $X=Kt^m$ with $m>0$, so that $X'=mKs^{m-1}$. Substitute $s=tw$, $ds=t\,dw$:
\begin{align}
\int_0^t\frac{mKs^{m-1}}{\sqrt{t-s}}\,ds
&=mK\,t^{m-1}\,t^{-1/2}\,t\int_0^1w^{m-1}(1-w)^{-1/2}dw\nonumber\\
&=mK\,t^{m-1/2}\,B(m,\tfrac12),
\label{beta}
\end{align}
where $B(a,b)=\int_0^1w^{a-1}(1-w)^{b-1}dw$. The power of time has separated from a pure number.

To evaluate that number, write a product of gamma functions as
\[
\Gamma(a)\Gamma(b)=\int_0^\infty\!\!\int_0^\infty e^{-p-q}p^{a-1}q^{b-1}\,dp\,dq
\]
and set $p=rw$, $q=r(1-w)$, whose Jacobian has magnitude $r$. The integral factorizes into $\int_0^\infty e^{-r}r^{a+b-1}dr=\Gamma(a+b)$ times $B(a,b)$. Hence $B(m,\frac12)=\Gamma(m)\sqrt\pi/\Gamma(m+\frac12)$, because $\Gamma(\frac12)=\sqrt\pi$. Inserting this in (\ref{history}) cancels $\sqrt\pi$, and $m\Gamma(m)=\Gamma(m+1)$ gives
\begin{equation}
u_s=\frac{\Gamma(m+1)}{\Gamma(m+\frac12)}\,\frac{\phi K}{\sqrt D}\,t^{m-1/2}.
\label{general}
\end{equation}

Three cases show what this means.
\begin{itemize}
\item For $m=1$, $\Gamma(2)/\Gamma(\frac32)=2/\sqrt\pi$, which recovers (\ref{linear}).
\item For $m=\frac12$, the parabolic law, the time dependence disappears: $u_s=0.886\,\phi K/\sqrt D$. Demand and diffusive supply weaken at the same rate.
\item For $m=\frac13$,
\begin{equation}
\boxed{\,N_0-N_s(t)=\frac{\Gamma(4/3)}{\Gamma(5/6)}\,\frac{\phi K}{\sqrt D}\,t^{-1/6}
=0.791\,\frac{\phi X}{\sqrt{Dt}}\,}
\label{main}
\end{equation}
where $N_s=N(0,t)$. Demand falls faster than supply, and the surface recovers.
\end{itemize}
The recovery is slow: halving the depletion takes a factor $2^6=64$ in time. The total solute missing from the alloy, $\phi X$, continues to grow throughout. Recovery of the surface means that the loss is spreading inwards, not that it is being made good.

\subsection*{A second road to the prefactor}

The same number follows without superposition. Try $u=t^{m-1/2}f(\eta)$ with $\eta=y/\sqrt{Dt}$. Since $\partial_t\eta=-\eta/(2t)$ and $\partial_y\eta=1/\sqrt{Dt}$,
\begin{align}
\partial_tu&=t^{m-3/2}\left[(m-\tfrac12)f-\tfrac12\eta f'\right],\\
D\,\partial_y^2u&=t^{m-3/2}f'' .
\end{align}
Equating them,
\begin{equation}
f''+\tfrac12\eta f'+(\tfrac12-m)f=0 .
\end{equation}
The surface balance reads $\sqrt D\,t^{m-1}f'(0)=-\phi mKt^{m-1}$, so $f'(0)=-\phi mK/\sqrt D$. Therefore
\[
u_s=t^{m-1/2}f(0)=\frac{-f(0)}{f'(0)}\,\frac{\phi mK}{\sqrt D}\,t^{m-1/2}.
\]
Comparison with (\ref{general}) requires $-f(0)/f'(0)=\Gamma(m)/\Gamma(m+\frac12)$ for the solution that decays like a Gaussian at large $\eta$. Numerical integration of the equation at $m=\frac13$ gives $2.37329$, and the gamma functions give $2.37329$. One third of this is the factor $0.791$.

\section{The first moments cannot follow the cube-root law}

Equation (\ref{main}) diverges as $t\to0$, whereas a depletion cannot exceed $N_0$. The pure cube-root law is therefore impossible from the first instant, and the $t^{-1/6}$ law is a statement about later times. It remains to find how long the start is remembered.

Let $X_p=Kt^{1/3}$ be the pure law. Let the real thickness start from zero, follow some other path until $t_0$, and equal $X_p$ from then on. Write $X_0=X_p(t_0)$. For $t>t_0$ the integrals (\ref{history}) for the two paths differ only over $0<s<t_0$:
\begin{align}
\Delta u_s&=\frac{\phi}{\sqrt{\pi D}}\int_0^{t_0}\frac{X'-X_p'}{\sqrt{t-s}}\,ds\nonumber\\
&=\frac{\phi}{\sqrt{\pi D}}\left\{\left[\frac{X-X_p}{\sqrt{t-s}}\right]_0^{t_0}
+\frac12\int_0^{t_0}\frac{X_p-X}{(t-s)^{3/2}}\,ds\right\}.
\label{startup}
\end{align}
The second line is an integration by parts, using $\frac{d}{ds}(t-s)^{-1/2}=\frac12(t-s)^{-3/2}$. The bracket vanishes because the two thicknesses agree at both ends. If the early thickness stays between $0$ and $X_0$, then $|X_p-X|\le X_0$, and
\begin{equation}
|\Delta u_s|\le\frac{\phi X_0t_0}{2\sqrt{\pi D}\,(t-t_0)^{3/2}} .
\end{equation}
The memory of the start fades as $t^{-3/2}$, much faster than the main term.

For a linear start, $X=X_0t/t_0$, the area between the two curves is
\[
\int_0^{t_0}(X_p-X)\,ds=\tfrac34X_0t_0-\tfrac12X_0t_0=\tfrac14X_0t_0 ,
\]
so for $t\gg t_0$
\begin{equation}
\Delta u_s\simeq\frac{\phi X_0t_0}{8\sqrt{\pi D}\,t^{3/2}} .
\label{lead}
\end{equation}
This model also locates the worst moment. Before $t_0$ the depletion rises as $\sqrt t$. After $t_0$ it is the sum of (\ref{main}) and the last integral in (\ref{startup}). Both are positive and both decrease with $t$. The maximum is at $t_0$, and by (\ref{linear}) it equals $2\phi X_0/\sqrt{\pi Dt_0}$. This value must stay below $N_0$, and $N_s$ must stay above whatever level the alloy needs to keep its scale selective. The position of the maximum rests on the abrupt change of growth law: the rate drops from $X_0/t_0$ to $X_0/(3t_0)$ at $t_0$. A gradual change moves the maximum. If the rate falls steadily and without a jump during the start, so that $X=Kt^{1/3}$ holds from $t_0$ on, the peak comes before $t_0$. If instead the linear stage lasts until $t_0$ and passes without a jump in rate into a time-shifted law, $X=X_0(3t/t_0-2)^{1/3}$, the depletion is still rising at $t_0$ and peaks near $1.1\,t_0$.

A lasting offset behaves differently. If the start leaves an extra thickness $a$, so that $X=a+Kt^{1/3}$ later on, an additional amount $\phi a$ has been removed. Long afterwards, (\ref{kernel}) at $y=0$ gives the extra depletion $\phi a/\sqrt{\pi Dt}$. It dies out relative to the main term only as $t^{-1/3}$, so a measured exponent can look steeper than $-\frac16$ for a long time.

\section{Restoring recession}

Removing solute atoms shortens the alloy. Assume that all atoms occupy equal volumes in the alloy, whatever its composition. The surface then moves inwards by $R=\phi X$. Let $z$ be a coordinate fixed to the deep alloy, with the surface at $z=R(t)$. The solute removed is that of the vanished layer plus what is missing from the rest:
\begin{equation}
\phi X=N_0R+\int_R^\infty(N_0-N)\,dz .
\end{equation}
Differentiate, remembering the moving lower limit, and use $\partial_tN=D\,\partial_z^2N$:
\begin{align}
\phi X'&=N_0R'-R'(N_0-N_s)-\int_R^\infty D\,\partial_z^2N\,dz\nonumber\\
&=R'N_s+D\,\partial_zN|_R .
\end{align}
With $R'=\phi X'$,
\begin{equation}
D\,\partial_zN|_R=(1-N_s)\,\phi X' .
\label{recession}
\end{equation}
The advancing surface sweeps up solute as it goes, and diffusion has to deliver only the remainder.

Measured from the moving surface, $y=z-R$, the diffusion equation acquires a drift term: $\partial_tN=D\,\partial_y^2N+R'\,\partial_yN$. Over a depth $\sqrt{Dt}$, the drift term relative to the diffusion term is of order
\[
\frac{R'\sqrt{Dt}}{D}=\frac{\phi X}{3t}\,\frac{\sqrt{Dt}}{D}=\frac{\phi X}{3\sqrt{Dt}}\propto t^{-1/6},
\]
which vanishes at long times. In the same limit $N_s\to N_0$ in (\ref{recession}). To leading order, recession keeps the exponent $-\frac16$ and multiplies the prefactor in (\ref{main}) by $1-N_0$. Neglecting it is harmless for the exponent, but for the magnitude it is accurate only in dilute alloys.

\section{Limit of a finite part}

Take a plate of thickness $2L$ oxidizing on both faces, again with fixed surfaces. The midplane passes no flux. Once $t\gg L^2/D$, the whole section loses solute at nearly the same rate, $\partial_tu\simeq\phi X'/L$. Then $D\,\partial_y^2u=\phi X'/L$ with $\partial_yu=0$ at $y=L$, and integrating twice gives
\begin{equation}
u=u_s+\frac{\phi X'}{DL}\left(\frac{y^2}{2}-Ly\right).
\end{equation}
The average of the bracket over $0<y<L$ is $L^2/6-L^2/2=-L^2/3$. The average of $u$ must equal $\phi X/L$, the solute removed per face divided by the half-thickness. Hence
\begin{equation}
u_s\simeq\frac{\phi X}{L}+\frac{\phi X'L}{3D}.
\label{plate}
\end{equation}
The first term grows as $t^{1/3}$. In a finite part any recovery is temporary. If $L^2/D$ is long compared with the start-up stage, the depletion first falls, then rises again as the reservoir empties. In foil so thin that $L^2/D$ is comparable with $t_0$, the fall is small or absent.

\section{Numbers for a thick part}

Take $N_0=10$ at\%, $\phi=0.55$, $K=1\ \mu{\rm m\,h^{-1/3}}$ and $D=3600\ \mu{\rm m^2/h}$, with a linear start lasting $t_0=0.027$ h, at the end of which $X_0=0.300\ \mu$m. At 100 h the thickness is $4.642\ \mu$m and $\sqrt{Dt}=600\ \mu$m, so (\ref{main}) gives
\[
u_s=0.791\times\frac{0.55\times4.642}{600}=0.00337 ,
\]
that is, 0.337 at\%, leaving 9.66 at\% at the surface. The table compares this formula with a finite-volume solution of the diffusion equation that includes the start-up stage, first with a fixed and then with a receding surface. Depletions are in at\%. The time steps of the numerical solution make its values about 0.1\% too high, so the last digit can be one unit too large: the converged values are 0.494 and 0.229 for the fixed surface at 10 and 1000 h, equal to the formula, and 0.445 and 0.303 for the receding surface at 10 and 100 h.

\begin{center}
\begin{tabular}{rcccc}
$t$ (h) & $X$ ($\mu$m) & formula & fixed & receding\\
1 & 1.000 & 0.725 & 0.726 & 0.655\\
10 & 2.154 & 0.494 & 0.495 & 0.446\\
100 & 4.642 & 0.337 & 0.337 & 0.304\\
1000 & 10.000 & 0.229 & 0.230 & 0.207
\end{tabular}
\end{center}

Each tenfold increase in time multiplies the formula by $10^{-1/6}=0.681$. Between 100 and 1000 h the numerical exponents are $-0.1667$ with a fixed surface and $-0.1668$ with recession.

The start is soon forgotten. At 1 h the integral (\ref{history}) with the linear start gives 0.7257 at\% against 0.7252 at\% from the formula. The difference, 0.0005 at\%, is what (\ref{lead}) predicts:
\[
\frac{0.55\times0.300\times0.027}{8\sqrt{\pi\times3600}}=5\times10^{-6}.
\]
The largest depletion occurs at $t_0$ and is
\[
\frac{2\times0.55\times0.300}{\sqrt{\pi\times3600\times0.027}}=0.0189 ,
\]
or 1.89 at\%, more than five times the value at 100 h. It depends on the assumed start, which the long-time law cannot supply. Taken literally, the pure law would exhaust the surface before $1.5\times10^{-7}$ h, far inside the start-up stage. An offset $a=0.30\ \mu$m would add 0.0155 at\% at 100 h, about 5\% of the depletion there.

Recession lowers the depletion by about 10\% relative to the fixed surface, although at 100 h the surface has moved only $2.55\ \mu$m against a diffusion length of $600\ \mu$m. Comparing those two lengths alone would suggest a negligible effect. The reduction comes from the factor $1-N_0=0.9$, since the swept layer supplies about a tenth of the solute demanded. The computed ratio of receding to fixed depletion moves from 0.902 at 1 h to 0.901 at 1000 h.

For a plate 2 mm thick, $L=1000\ \mu$m and $L^2/D=278$ h. At 100 h the surface depletion is 0.354 at\%, 5\% above the half-space value. At 1000 h it is 0.567 at\%, about 2.5 times the half-space value, and (\ref{plate}) also gives 0.567 at\%. The depletion passes its minimum near 105 h and then rises, reversing the trend of the half-space. At 1000 h it is still far below the start-up peak of 1.89 at\%, which it overtakes only after about $4\times10^4$ h.

\section{Beside a real alloy}

These parameters are round values in the rough regime of alumina scales on iron-chromium-aluminium alloys near 1500 K. A cube-root law can arise there if transport runs along oxide grain boundaries while the grains coarsen. With grain width $g\propto t^{1/3}$, the length of grain boundary per area of a section parallel to the surface scales as $1/g$. For boundaries of fixed width, so does the area open to transport, and the flux through a thickness $X$ gives $X'\propto1/(gX)$. Then $XX'\propto t^{-1/3}$, which integrates to $X^2\propto t^{2/3}$ at long times. This is one model route to the law, and a real scale may follow another exponent; (\ref{general}) then applies with that $m$.

The half-space assumption fails for thin sheet and foil: the 2 mm plate already shows the change from 0.229 to 0.567 at\% at 1000 h. Uncertainty in $D$ enters through $D^{-1/2}$. With $K$ fixed, halving $D$ raises the half-space depletion by a factor 1.41. Making $D$ proportional to the local solute content, with its bulk value unchanged, raises it by 2.6\% at 1 h and 1.2\% at 100 h. Diffusion of aluminium driven by chromium gradients is absent from the binary model and has not been sized. Cracking or spalling of the scale would restart rapid growth and invalidate the single growth law.

The choice of checking time follows under stated conditions. For an adherent cube-root scale on a part with $t\ll L^2/D$, the surface composition should be checked throughout the start-up stage and the transition to cube-root growth, using a growth law valid for that period. If the early growth is linear and its rate drops abruptly to the cube-root law, as in the model above, the end of the stage is the worst moment; with a gradual transition it comes after the linear growth has ended, but possibly before the cube-root law is established. Once $t$ is no longer small compared with $L^2/D$, the end of service must be checked as well, with the finite reservoir included. The numerical output lists the values used here.

\section*{Computed values}
\begin{verbatim}
rough regime temperature: 1500 K
bulk solute content N0: 10.0 at%
solute density ratio phi: 0.55
growth constant K: 1.00 um/h^(1/3)
interdiffusivity D: 3600 um^2/h
start-up time t0: 0.027 h; thickness X0: 0.300 um
Gamma(1/3)/Gamma(5/6): 2.37329
same ratio from similarity equation: 2.37329
Gamma(4/3)/Gamma(5/6): 0.79110
beta integral B(1/3,1/2): 4.20655
parabolic-growth factor Gamma(3/2)/Gamma(1): 0.88623
asymptotic depletion at 1 h: 0.7252 at%
pure law would exhaust surface before: 1.45e-07 h
largest depletion, at t0: 1.888 at%
t = 1 h: thickness 1.000 um, diffusion length sqrt(Dt) 60.0 um
  depletion, formula: 0.7252 at%
  depletion, with start-up integral: 0.7257 at%
  depletion, finite volumes: 0.7263 at%
  depletion, with recession: 0.6552 at%
  recession/fixed ratio: 0.9022
t = 10 h: thickness 2.154 um, diffusion length sqrt(Dt) 189.7 um
  depletion, formula: 0.4941 at%
  depletion, with start-up integral: 0.4941 at%
  depletion, finite volumes: 0.4945 at%
  depletion, with recession: 0.4458 at%
  recession/fixed ratio: 0.9015
t = 100 h: thickness 4.642 um, diffusion length sqrt(Dt) 600.0 um
  depletion, formula: 0.3366 at%
  depletion, with start-up integral: 0.3366 at%
  depletion, finite volumes: 0.3369 at%
  depletion, with recession: 0.3035 at%
  recession/fixed ratio: 0.9010
t = 1000 h: thickness 10.000 um, diffusion length sqrt(Dt) 1897.4 um
  depletion, formula: 0.2293 at%
  depletion, with start-up integral: 0.2293 at%
  depletion, finite volumes: 0.2295 at%
  depletion, with recession: 0.2067 at%
  recession/fixed ratio: 0.9007
surface solute at 100 h, formula: 9.663 at%
exponent 100 to 1000 h, fixed surface: -0.1667
exponent 100 to 1000 h, with recession: -0.1668
recession distance at 100 h: 2.553 um
plate half-thickness L: 1000 um; L^2/D: 277.8 h
plate depletion at 100 h: 0.3545 at%
plate depletion at 1000 h: 0.5672 at%
late plate formula at 1000 h: 0.5670 at%
D proportional to N, depletion change at 1 h: 2.58 %
D proportional to N, depletion change at 100 h: 1.16 %
thickness offset a: 0.30 um; added depletion at 100 h: 0.0155 at%
depletion factor if D is halved: 1.414
\end{verbatim}
